\section*{Saturated growth per cycle from two precursor dose times}

\section*{Problem}

An aluminium oxide film is grown by plasma-enhanced atomic layer deposition. Each cycle has a dose of trimethylaluminium, a purge, an oxygen plasma step and a second purge. With a precursor dose time $t=20$~ms the film grows by $g_1=0.080$~nm per cycle. With a dose time $2t$, and everything else held fixed, it grows by $g_2=0.096$~nm per cycle. The precursor adsorbs irreversibly and follows Langmuir's assumptions: all sites are equivalent, each holds one molecule, and a molecule adsorbs only on a free site.

What growth per cycle $G$ would a very long dose give, and which dose time reaches 99\,\% of it?

\section*{A tempting solution}

Langmuir's name suggests the Langmuir isotherm, in which the occupied fraction of sites is $\theta=Kp/(1+Kp)$ at pressure $p$, with a constant $K$. A longer dose supplies more precursor, so one may be led to put dose time in the place of pressure. With $b$ the value of the resulting dimensionless variable at the first dose time,
\begin{equation}
g_1=G\,\frac{b}{1+b},\qquad g_2=G\,\frac{2b}{1+2b}.
\label{eq:wrong}
\end{equation}
Dividing the second equation by the first removes $G$:
\begin{equation*}
\frac{g_2}{g_1}=\frac{2(1+b)}{1+2b}=1.2
\quad\Rightarrow\quad 2+2b=1.2+2.4\,b
\quad\Rightarrow\quad b=2 .
\end{equation*}
The first equation then gives $G=g_1(1+b)/b=0.080\times 3/2=0.120$~nm. Both data are reproduced, since $0.120\times\frac{2}{3}=0.080$ and $0.120\times\frac{4}{5}=0.096$.

\section*{Where it fails}

The isotherm describes a balance between adsorption and desorption. With rate constants $k_a$ and $k_d$, the balance reads $k_a p(1-\theta)=k_d\theta$. Solving for $\theta$ gives $\theta=Kp/(1+Kp)$ with $K=k_a/k_d$. Time does not occur in this result, because the balance holds after the coverage has stopped changing.

Irreversible adsorption means $k_d=0$. Then $K$ is infinite and the isotherm gives $\theta=1$ at any nonzero pressure. It says that the surface fills in the end, but not how fast. The data concern the approach to the full surface, so a rate equation is needed.

The agreement with both data is no support for Eq.~\eqref{eq:wrong}. Two unknowns, $G$ and $b$, were adjusted to two numbers.

\section*{The right solution}

Let $N$ be the number of sites per area that are available in one cycle, $\Phi$ the number of precursor molecules striking unit area per unit time, and $s_0$ the probability that a molecule striking a free site adsorbs. A fraction $1-\theta$ of the impacts meets a free site, and nothing leaves the surface, so
\begin{equation}
N\frac{d\theta}{dt}=s_0\Phi(1-\theta)
\quad\Rightarrow\quad
\frac{d\theta}{dt}=\frac{1-\theta}{\tau},\qquad \tau=\frac{N}{s_0\Phi}.
\label{eq:rate}
\end{equation}
The time constant $\tau$ is the same in both runs if pressure and temperature are constant during the dose and equal in the two runs. If the plasma step frees all sites, each dose starts from $\theta=0$. Separating the variables and integrating from there gives
\begin{equation}
\int_0^{\theta}\frac{d\theta'}{1-\theta'}=-\ln(1-\theta)=\frac{t}{\tau}
\quad\Rightarrow\quad \theta=1-e^{-t/\tau}.
\end{equation}

Take the growth per cycle to be proportional to the adsorbed amount, so that it equals $G\theta$. Let $x=e^{-t/\tau}$ be the fraction of sites still free after the first dose time. After twice that time the free fraction is $e^{-2t/\tau}=x^2$. Therefore
\begin{equation}
g_1=G(1-x),\qquad g_2=G(1-x^2)=G(1-x)(1+x).
\end{equation}
Since $g_1$ is not zero, the second equation may be divided by the first:
\begin{equation}
\frac{g_2}{g_1}=1+x
\quad\Rightarrow\quad x=1.2-1=0.2 .
\end{equation}
The first dose fills 80\,\% of the sites and the double dose 96\,\%. For the saturated growth, $1-x=2-g_2/g_1=(2g_1-g_2)/g_1$, and so
\begin{equation}
G=\frac{g_1}{1-x}=\frac{g_1^2}{2g_1-g_2}
=\frac{0.0064}{0.064}~\text{nm}=0.100~\text{nm}.
\label{eq:G}
\end{equation}

The same value follows from the successive gains. Extending the dose from $nt$ to $(n+1)t$ adds $G(x^n-x^{n+1})=g_1x^n$, that is 0.080, 0.016, 0.0032~nm and so on. Each gain is one fifth of the one before, because each interval $t$ leaves one fifth of the free sites free. The geometric series sums to $g_1/(1-x)=0.100$~nm.

For the dose time, $x=0.2$ gives $t/\tau=\ln 5$, so $\tau=20~\text{ms}/1.609=12.4$~ms. A coverage of 99\,\% requires $e^{-t_{99}/\tau}=0.01$, hence
\begin{equation}
t_{99}=\tau\ln 100=12.43~\text{ms}\times 4.605=57~\text{ms}.
\end{equation}

\section*{When the formula can be used}

Because $0<x<1$ for any finite dose, the model requires $g_1<g_2<2g_1$. If $g_2$ approaches $g_1$, then $x\to0$ and $G\to g_1$: the first dose was already saturating. If $g_2$ approaches $2g_1$, the denominator in Eq.~\eqref{eq:G} goes to zero. Growth is then still proportional to dose time, and the data show only that the plateau lies far above $g_2$. A ratio outside these limits points to measurement error or to a process outside the model.

The denominator also controls the effect of measurement errors. Differentiating Eq.~\eqref{eq:G} gives
\begin{align}
\frac{\partial G}{\partial g_1}&=\frac{2g_1(2g_1-g_2)-2g_1^2}{(2g_1-g_2)^2}
=\frac{2g_1(g_1-g_2)}{(2g_1-g_2)^2}=-0.625,\\
\frac{\partial G}{\partial g_2}&=\frac{g_1^2}{(2g_1-g_2)^2}=1.5625 .
\end{align}
Suppose that each growth value has an independent standard error of 0.001~nm. To first order, the standard error of $G$ is $0.001\sqrt{0.625^2+1.5625^2}=0.0017$~nm. Most of it comes from the longer dose. The same errors give $x$ a standard error of $0.001\sqrt{1+1.2^2}/0.080=0.0195$, and hence $t_{99}$ a relative error of $0.0195/(0.2\ln 5)=6\,\%$, or about 3.5~ms.

\section*{A process for which 0.120 nm would be right}

The hyperbola of the tempting solution does describe a different irreversible process. Suppose that a molecule needs two free sites, and that free sites are distributed at random, which is a mean-field assumption that neglects isolated free sites left between immobile molecules. The chance of finding both sites free is then $(1-\theta)^2$, and with a rate constant $k$
\begin{equation}
\frac{d\theta}{dt}=k(1-\theta)^2
\quad\Rightarrow\quad \frac{1}{1-\theta}-1=kt
\quad\Rightarrow\quad \theta=\frac{kt}{1+kt}.
\end{equation}
This is Eq.~\eqref{eq:wrong} with $b=kt=2$, and its plateau is 0.120~nm. The stated one-site assumption, not the two data, therefore decides between 0.100 and 0.120~nm. The value 0.120~nm depends on the mean-field assumption. For immobile molecules that occupy two neighbouring sites of a chain, the coverage is $\theta=1-\exp[-2(1-e^{-kt})]$, which stops at $1-e^{-2}=0.865$, and the fit to the same data gives a plateau of about 0.105~nm. Random filling of a square lattice gives about 0.109~nm.

A third dose time can test that assumption. At $3t$ the one-site law predicts $0.100\,(1-0.2^3)=0.0992$~nm, and the two-site law predicts $0.120\times\frac{6}{7}=0.1029$~nm. The difference of 0.0037~nm is not large compared with errors of 0.001~nm, which enter the predictions as well as the new measurement. A much longer dose separates these two laws better, since their plateaus differ by 0.020~nm, although the mean-field two-site law reaches 99\,\% of its plateau only at $kt=99$, that is after 990~ms. A measured plateau above 0.100~nm does not by itself point to two-site adsorption: the slow sites treated below give 0.107~nm, close to the values for immobile two-site molecules.

\section*{Comparison with a real process}

A growth of about 0.1~nm per cycle and doses of tens of milliseconds are rough typical values for this process. Take also, as rough values, a temperature of 200~$^\circ$C, a constant precursor pressure of 30~mTorr and a film density of 3.0~g/cm$^3$. With two aluminium atoms per formula unit of molar mass 101.96~g/mol, the film holds $3.54\times10^{22}$ aluminium atoms per cm$^3$. A layer of 0.100~nm, or $10^{-8}$~cm, thus needs $N=3.54\times10^{14}$~cm$^{-2}$, with one aluminium atom per precursor molecule. Kinetic theory gives the flux $\Phi=p/\sqrt{2\pi mk_BT}=5.71\times10^{18}$~cm$^{-2}$\,s$^{-1}$ for molecules of mass $m=72.09$~u, where $k_B$ is Boltzmann's constant. From Eq.~\eqref{eq:rate},
\begin{equation}
s_0=\frac{N}{\Phi\tau}=\frac{3.54\times10^{14}}{5.71\times10^{18}\times0.01243}=0.005 .
\end{equation}
The value lies below one, as a probability must. It depends on the assumed pressure; in a real reactor the pressure rises and falls during the pulse. The coverage then depends on the time integral of the pressure, including any precursor that remains after the valve closes. Equation~\eqref{eq:G} still holds if this integral doubles when the dose time is doubled.

Other assumptions can fail too. To size the consequences, each effect below is added alone, with an assumed strength, and the model is fitted again to the same $g_1$ and $g_2$. Where no closed formula is used, the two unknowns are found by numerical root finding.

\begin{itemize}
\item \textit{Slow sites.} If 10\,\% of the sites react ten times more slowly, the plateau is 0.107~nm. The slow sites are still largely empty at $2t$.
\item \textit{Parasitic growth.} If 0.002~nm at $t$ and 0.004~nm at $2t$ come from a reaction that does not saturate, these amounts must be subtracted first. The saturating part is $0.078^2/(0.156-0.092)=0.095$~nm.
\item \textit{Valve delay.} If the first 2~ms of each dose deliver nothing, the effective doses are 18 and 38~ms, and $G=0.099$~nm.
\item \textit{Depletion.} Let 5~L of gas at the initial pressure serve 2000~cm$^2$ of surface without resupply. A full layer of 0.100~nm uses 23\,\% of the precursor. The rate in Eq.~\eqref{eq:rate} gains a factor $1-0.23\,\theta$, and $G=0.101$~nm.
\item \textit{Incomplete plasma step.} If the plasma frees only a fraction $r=0.9$ of the occupied sites, a dose in steady operation starts with coverage $(1-r)\theta$. It ends with the free fraction $1-\theta=[1-(1-r)\theta]x$, so $\theta=(1-x)/[1-(1-r)x]$. The growth is proportional to $r\theta$, and the refitted plateau is 0.1004~nm.
\item \textit{Desorption.} At a desorption rate of 0.01~s$^{-1}$, a purge of 5~s keeps a fraction $e^{-0.05}=0.951$ of the adsorbed molecules. The plateau of growth against dose time remains 0.100~nm, but the full site capacity corresponds to 0.105~nm.
\end{itemize}

Among these cases the slow sites move the inferred plateau of the saturating growth most, by 7\,\% of 0.100~nm. With parasitic growth the total has no plateau and reaches 0.115~nm at $10t$, and with the incomplete plasma step the full site capacity corresponds to $0.1004/0.9=0.112$~nm. The dose time for 99\,\% is far more sensitive than the plateau: instead of 57~ms it is about 270~ms with slow sites, 64~ms with depletion, 60~ms with the incomplete plasma step and 52~ms with the valve delay. In the desorption case Eq.~\eqref{eq:G} still gives the growth reached by lengthening the dose at fixed purge, but this growth is smaller than the full site capacity, because some adsorbed precursor is lost before the plasma step.

All numerical values are calculated from the stated model.
